# Why surface and grain-boundary resistivities do not simply add

**Q:** I have a narrow metal film with rough surfaces and many grain boundaries. I take the bulk resistivity $\rho_0$, add the increment that surfaces alone would cause, and add the increment that grain boundaries alone would cause. The mechanisms are independent, so their resistivities should add. What could be wrong with that?

**A:** Independent scattering events give additive scattering *rates* for each electron direction. Resistivity is the inverse of a conductivity averaged over directions, and the inverse of an average is not additive in general. If every mechanism acted as a rate independent of direction and position, your sum would hold, because $\rho$ would be proportional to the total rate. Neither of your two mechanisms is like that.

**Q:** Start with the grain boundaries. How does their rate depend on direction?

**A:** Take free electrons with a spherical Fermi surface at zero temperature, current along $x$, and boundary planes normal to $x$ with mean spacing $D$. I use Rydberg units: $\hbar=1$, $m=1/2$, $e^2=2$. Let $u_x,u_z$ be the direction cosines of the velocity. A plane is a barrier $S_b\,\delta(x)$, met with wavenumber $q=k_F|u_x|$. With reflection and transmission amplitudes $r$ and $t$, continuity and the slope jump give

$$1+r=t,\qquad iqt-iq(1-r)=S_b t .$$

Inserting $t-1=r$ in the second equation gives $2iqr=S_bt$, so

$$\frac{R}{1-R}=\left|\frac rt\right|^2=\frac{\beta^2}{u_x^2},\qquad \beta=\frac{S_b}{2k_F}.$$

For a weak barrier $R\simeq\beta^2/u_x^2$. An electron meets planes at the rate $v_F|u_x|/D$, so it is reflected at the rate $w=v_F\beta^2/(D|u_x|)$. I assume incoherent encounters without memory of earlier ones.

Reflection turns $u_x$ into $-u_x$. The field-induced distribution $g$ is odd in $u_x$, so the collision term is $-w[g(u_x)-g(-u_x)]=-2wg$. With bulk relaxation time $\tau$ and mean free path $\lambda=v_F\tau$, the total relaxation rate is

$$\frac{H}{\tau},\qquad H=1+\frac{\alpha}{|u_x|},\qquad \alpha=\frac{2\lambda\beta^2}{D}.$$

The factor 2 comes from the reversal and belongs to this definition of $\alpha$.

**Q:** And the surfaces enter as a second term in $H$?

**A:** No, they enter as boundary conditions. Let the film occupy $0<z<d$, with each surface reflecting specularly with probability $p$ and diffusely otherwise. Write the change of the distribution as $eE\lambda(\partial f_0/\partial\varepsilon)\,g$, where $E$ is the field. The linear Boltzmann equation becomes

$$\lambda u_z\frac{\partial g}{\partial z}+Hg=u_x .$$

Isotropic bulk scattering and diffuse surface scattering return electrons with no average $x$ velocity, so they add no source here. For $u_z>0$ the solution is

$$g_+(z)=\frac{u_x}{H}\left[1-Ce^{-\xi z/d}\right],\qquad \xi=\frac{\kappa H}{|u_z|},\qquad \kappa=\frac d\lambda .$$

At the lower surface $g_+(0)=p\,g_-(0)$, and the mirror symmetry of the film gives $g_-(0)=g_+(d)$. Hence $1-C=p(1-Ce^{-\xi})$, or $C=(1-p)/(1-pe^{-\xi})$.

The thickness average of $e^{-\xi z/d}$ is $(1-e^{-\xi})/\xi$. The current is proportional to $\int d\Omega\,u_xg$, and the bulk value is $g=u_x$, for which $\int d\Omega\,u_x^2=4\pi/3$. Therefore

$$\frac{\sigma}{\sigma_0}=\left\langle\frac1H\left[1-\frac{(1-p)(1-e^{-\xi})}{\xi(1-pe^{-\xi})}\right]\right\rangle,\qquad \langle f\rangle=\frac{3}{4\pi}\int d\Omega\,u_x^2f .$$

The grain-boundary rate appears in the prefactor and again inside $\xi$. It decides which electrons carry current and how far they remember a surface.

**Q:** A complicated integrand might still give an additive result. Can you show that it does not?

**A:** Define the deviation from your sum as

$$\Delta=\rho-(\rho_{\rm surface}+\rho_{\rm grain}-\rho_0).$$

It vanishes trivially for $\alpha=0$ or $p=1$. For other cases, begin with a thick film, $\kappa\gg1$. Since $H\ge1$ and $|u_z|\le1$, we have $\xi\ge\kappa$, so the exponentials can be dropped:

$$\frac{\sigma}{\sigma_0}\simeq G-\frac{1-p}{\kappa}\left\langle\frac{|u_z|}{H^2}\right\rangle,\qquad G=\left\langle\frac1H\right\rangle .$$

With $x=|u_x|$ as the polar variable, $\langle f(x)\rangle=3\int_0^1x^2f\,dx$. Dividing $x^3$ by $x+\alpha$ then gives

$$G=3\int_0^1\!\left(x^2-\alpha x+\alpha^2-\frac{\alpha^3}{x+\alpha}\right)dx=1-\frac{3\alpha}2+3\alpha^2-3\alpha^3\ln\!\left(1+\frac1\alpha\right).$$

Inverting $\sigma$ to first order in $1/\kappa$,

$$\frac{\rho}{\rho_0}\simeq\frac1G+\frac{1-p}{\kappa G^2}\left\langle\frac{|u_z|}{H^2}\right\rangle .$$

Without grain boundaries the surface increment is $(1-p)\langle|u_z|\rangle/\kappa$, where

$$\langle|u_z|\rangle=\frac3{4\pi}\,\pi\cdot2\int_0^1(1-u^2)u\,du=\frac38 .$$

Subtracting the separate increments leaves

$$\frac{\Delta}{\rho_0}\simeq\frac{3(1-p)}{8\kappa}(S-1),\qquad S=\frac{\langle|u_z|/H^2\rangle}{\langle|u_z|\rangle\langle1/H\rangle^2}.$$

If $H$ were constant, it would cancel and $S$ would equal 1. At this order, the failure of the sum comes from the angular dependence of $H$.

**Q:** Is $S$ larger or smaller than 1?

**A:** Two effects compete:

$$S=\frac{\langle|u_z|/H^2\rangle}{\langle|u_z|\rangle\langle1/H^2\rangle}\cdot\frac{\langle1/H^2\rangle}{\langle1/H\rangle^2}.$$

At fixed $x$, the azimuthal average of $|u_z|$ is $(2/\pi)\sqrt{1-x^2}$, which falls with $x$, while $1/H^2$ rises with $x$. The first factor is therefore below 1: electrons that survive grain boundaries well travel mostly along the film and reach surfaces less often. The second factor exceeds 1 because $1/H$ has a nonzero variance.

For small $\alpha$, use $1/H^2\simeq1-2\alpha/x$ and $1/H\simeq1-\alpha/x$. The needed averages are

$$\left\langle\frac{|u_z|}{|u_x|}\right\rangle=\frac6\pi\int_0^1x\sqrt{1-x^2}\,dx=\frac2\pi,\qquad \left\langle\frac1{|u_x|}\right\rangle=\frac32 .$$

Dividing the first by $3/8$ gives

$$S\simeq1-2\alpha\left(\frac{16}{3\pi}-\frac32\right)\simeq1-0.395\,\alpha .$$

For large $\alpha$, $1/H\to x/\alpha$. Then $\langle x\rangle=3/4$ and $\langle|u_z|x^2\rangle=(6/\pi)(\pi/32)=3/16$, so

$$S\to\frac{3/16}{(3/8)(3/4)^2}=\frac89 .$$

Between these limits I have numerical evidence rather than a proof: $S$ stayed below 1 throughout a scan from $\alpha=0.001$ to $1000$. In that range the thick-film sum overestimates the resistivity.

**Q:** Then my sum is at least a safe upper estimate.

**A:** Not in thin films. Take $p=0$ and $\kappa\ll1$, and set $B(\xi)=1-(1-e^{-\xi})/\xi$. With $u=|u_z|$ and azimuth $\phi$ about the film normal,

$$\frac\sigma{\sigma_0}=\frac3{2\pi}\int_0^{2\pi}\!d\phi\cos^2\!\phi\int_0^1\!du\,\frac{1-u^2}{H}B\!\left(\frac{\kappa H}u\right).$$

Split the $u$ integral at $\delta$, with $\kappa\ll\delta\ll1$. Above $\delta$, $B\simeq\kappa H/(2u)$, so $H$ cancels and the contribution is $(\kappa/2)[\ln(1/\delta)-1/2]$.

Below $\delta$, $H\simeq H_0=1+\alpha/|\cos\phi|$. Substituting $u=\kappa H_0y$ gives $\kappa\int_0^YB(1/y)\,dy$ with $Y=\delta/(\kappa H_0)$. Put $y=1/\xi$ and $a=1/Y$, then integrate by parts twice:

$$\int_a^\infty\!\left[\frac1{\xi^2}-\frac{1-e^{-\xi}}{\xi^3}\right]d\xi
=\frac1a-\frac{1-e^{-a}}{2a^2}-\frac12\left[\frac{e^{-a}}a-E_1(a)\right].$$

Here $E_1(a)=\int_a^\infty e^{-\xi}\xi^{-1}d\xi\simeq-\gamma-\ln a$, with $\gamma$ Euler's constant. The $1/a$ terms cancel, leaving $\tfrac12\ln Y+\tfrac34-\tfrac\gamma2$. Directions with $|\cos\phi|$ so small that $Y$ is not large are suppressed by the weight $\cos^2\phi$.

Adding both parts removes $\delta$. The azimuthal integral then gives

$$\frac{\sigma}{\sigma_0}\simeq\frac{3\kappa}4(\Lambda-L),\qquad \Lambda=\ln\frac1\kappa+1-\gamma,$$

$$L=\frac1\pi\int_0^{2\pi}\cos^2\!\phi\,\ln\!\left(1+\frac{\alpha}{|\cos\phi|}\right)d\phi .$$

Surfaces alone have $L=0$. The grain-boundary increment alone stays finite as $\kappa\to0$, so the leading deviation is

$$\frac\Delta{\rho_0}\simeq\frac4{3\kappa}\left[\frac1{\Lambda-L}-\frac1\Lambda\right]=\frac{4L}{3\kappa\Lambda(\Lambda-L)}>0 .$$

The logarithm comes from electrons moving nearly parallel to the surfaces. Grain boundaries shorten their flights and raise the lower cutoff in $u$ from about $\kappa$ to about $\kappa H_0$. This is a formal limit, approached slowly. For the parameters used below the leading term gives $20.4$ against the full $19.2$ at $\kappa=10^{-3}$, but $1.79$ against $0.233$ at $\kappa=0.125$. The condition $k_Fd\gg1$ is also not enough: directions with $|u_z|\sim\kappa$ must exist, and transverse quantization spaces $u_z$ by about $\pi/(k_Fd)$, so the logarithm needs $\pi/(k_Fd)\ll\kappa$.

**Q:** Is this thin-film effect also due to the angular dependence of the grain-boundary rate?

**A:** No. A constant $H$ gives $L=\ln H>0$, so the positive leading term remains, because surface loss depends on direction. For the parameters used below, the angular dependence of $H$ even weakens the effect: a constant $H$ with the same grain-boundary resistivity gives $L=0.801$ instead of $0.740$, and at 100 bohr a deviation of $+0.356\rho_0$ instead of $+0.233\rho_0$. The clean separation of causes belongs to the $1/\kappa$ term in thick films.

**Q:** Are these effects visible at realistic sizes?

**A:** Take round model parameters: $k_F=0.7\ \mathrm{bohr}^{-1}$, $\lambda=800$ bohr, $D=200$ bohr, normal-incidence reflection $0.1$, and $p=0$. Then $\beta^2=0.1/0.9=0.1111$ and $\alpha=2(800)(0.1111)/200=0.889$. I keep $D$ fixed as $d$ changes.

At $d=100$ bohr, about 5.3 nm, $k_Fd=70$. Surfaces alone give $4.134\rho_0$ and grain boundaries alone $2.228\rho_0$. Your sum is

$$4.134+2.228-1=5.362,$$

whereas the combined calculation gives $5.595$. The deviation is $+0.233\rho_0$, or 4.2% of the full resistivity. With $\rho_0=1.642\ \mu\Omega\,$cm, the full value is 9.19 and the sum 8.80 $\mu\Omega\,$cm.

At 400 bohr the deviation is $-1.8\%$ of the full value. It crosses zero near 234 bohr, so agreement at one thickness does not establish additivity.

A simulation of electron trajectories, with grain-boundary reversals drawn at the same memory-free rate, independently tests the solution of the transport equation, though not the assumed rates. For $d=40$ bohr it gives $\sigma/\sigma_0=0.1023\pm0.0002$ (one standard error). The formula gives 0.1027 and the additive sum 0.1117.

**Q:** What happens if I subtract the grain-boundary part and fit the remainder with a surface-only model?

**A:** In a thick film the remainder is proportional to $S(1-p)$, so you would infer $1-p_{\rm app}\simeq S(1-p)$. Here $S=0.921$, and fully diffuse surfaces would appear to have $p_{\rm app}\simeq0.08$.

At 4000 bohr the complete fit gives 0.11. The difference shows that $\kappa=5$ is not yet deep in the leading-order regime: the $1/\kappa$ term gives $\Delta/\rho_0\simeq-0.030/5=-0.006$, while the full deviation is $-0.010$.

In the thin film the fit fails differently. Raising $p$ lowers the surface-only resistivity, since $(1-p)/(1-pe^{-\xi})$ decreases with $p$. At 100 bohr the sum is already too small at $p=0$, so no physical $p$ can repair it.

**Q:** Your barrier has $\beta=1/3$. Is it weak enough for these digits?

**A:** Read as a probability, $\beta^2/u_x^2$ fails: it exceeds 1 when $|u_x|<\beta$. Using the full $R=\beta^2/(u_x^2+\beta^2)$ in the same memory-free rate lowers the 100-bohr resistivity from $5.59\rho_0$ to $5.36\rho_0$, but that version is not the better one. Real planes stay in place, and incoherent multiple reflection between fixed planes replaces $R$ by $R/(1-R)=\beta^2/u_x^2$, the form already used in $H$. Equally spaced fixed planes with the full $R$ give $2.227\rho_0$ for boundaries alone, against $2.228\rho_0$ above, and $(5.60\pm0.03)\rho_0$ for the 100-bohr film. The lower value $5.36\rho_0$ belongs to the memory-free version only. Compared with its own additive sum, however, that version still deviates by $+0.24\rho_0$ at 100 bohr and by $-0.007\rho_0$ at 4000 bohr. Both signs survive this change. The model still omits interference between boundaries and quantized transverse motion, and the latter matters in the thinnest films: $\pi/(k_Fd)$ is $0.045$ against $\kappa=0.125$ at 100 bohr and $0.11$ against $\kappa=0.05$ at 40 bohr. As a rough estimate, restricting $|u_z|$ to multiples of $\pi/(k_Fd)$ in the same formula lowers the deviation to about $+0.10\rho_0$ at 100 bohr and turns it slightly negative at 40 bohr, while the 400-bohr value hardly moves. The positive thin-film numbers are semiclassical results.

## Values computed for the example and the checks

```
Fermi wavenumber = 0.70 1/bohr; mean free path = 800 bohr
boundary spacing = 200 bohr; normal reflection R = 0.10
barrier strength = 0.4667 Ry bohr; beta^2 = 0.1111
alpha = 0.8889 (dimensionless)
bulk rho0 = 0.03777 Rydberg units = 1.642 microohm cm
grain boundaries alone: G = 0.4488, rho/rho0 = 2.2280
Diffuse film, p = 0; resistivities in units of rho0
d(bohr) kappa  full    sum     deviation  dev/full(%)  control dev
    40  0.050   9.7366   8.9556  +0.78100    +8.021     +0.96746
   100  0.125   5.5948   5.3620  +0.23284    +4.162     +0.35638
   200  0.250   3.9799   3.9519  +0.02794    +0.702     +0.11783
   400  0.500   3.0879   3.1441  -0.05619    -1.820     +0.00490
  1000  1.250   2.5412   2.5943  -0.05311    -2.090     -0.02444
  4000  5.000   2.2992   2.3090  -0.00974    -0.424     -0.00341
d = 100 bohr: surfaces alone rho/rho0 = 4.1340
d = 100 bohr: k_F d = 70; thickness = 5.292 nm
d = 100 bohr: full = 9.187, sum = 8.805 microohm cm
sign changes found for kappa 0.01 to 100: 1
deviation vanishes at kappa = 0.2921, d = 233.7 bohr
thick-film factor S = 0.9209 = correlation 0.8957 x spread 1.0282
small-alpha slope of 1-S = 0.3953; large-alpha limit of S = 0.8889
S on scan alpha 0.001 to 1000: min 0.8890 at alpha = 1e+03, max 0.9996
kappa*deviation/rho0 at kappa = 10000: -0.02965; constant-rate control -0.00001
apparent specularity at d = 4000 bohr: 0.1123 (true 0); 1-S = 0.0791
thin limit: L = 0.7402; kappa = 1e-5: sigma/sigma0 full 8.39665e-05, law 8.39664e-05
Trajectory test, sigma/sigma0
kappa 0.05, p 0.0: trajectories 0.10234 +/- 0.00022, formula 0.10271, from sum 0.11166
kappa 0.50, p 0.3: trajectories 0.35821 +/- 0.00064, formula 0.35869, from sum 0.35468
Full reflection probability in the memory-free boundary rate, p = 0
d = 40 bohr: full 9.4272, sum 8.7083, deviation +0.71886 rho0
d = 100 bohr: full 5.3554, sum 5.1147, deviation +0.24067 rho0
d = 4000 bohr: full 2.0547, sum 2.0617, deviation -0.00696 rho0
```
